Drift-diffusion from the Boltzmann equation at any degeneracy, part 2

A program that adds the drift current to a diffusion current with D = μkT/e reports −6.1×10⁴ A/cm² for an electron gas in equilibrium, whose current is zero. The Boltzmann equation gives the correct current; its numbers and limits follow.

Electrons have charge −e (e > 0), mass m, velocity v_x = p_x/m and kinetic energy ε = p²/2m above the band edge E_c. A prime is d/dx, and E_c′ = eE with field E. With occupation f and dN = 2 d³p/h³ counting states,

n = ∫ f dN,  Γ = ∫ v_x f dN,  Π = ∫ m v_x² f dN,  Q = ∫ m v_x³ f dN.

Here n is the density, Γ the particle flux and J = −eΓ the current density. Collisions drive f towards f0, which has the same density:

∂f/∂t + v_x ∂f/∂x − E_c′ ∂f/∂p_x = −(f − f0)/τ,

f0 = 1/(1 + exp[(ε − ζ)/kT]).

The quasi-Fermi level is F = E_c + ζ, and η = ζ/kT. To first order in τ, at uniform temperature and for slow changes,

f − f0 = −τ v_x (−∂f0/∂ε) F′,

J = nμF′ = e n μ E + e D n′,  μ = eτ/m,  D = (μ/e) n dζ/dn.

This first-order difference is called f1. Also,

n = N_c ℱ_{1/2}(η),  N_c = 2(2πmkT/h²)^{3/2},

D/μ = (kT/e) ℱ_{1/2}(η)/ℱ_{−1/2}(η),

ℱ_j(η) = [1/Γ(j+1)] ∫₀^∞ y^j dy/(1 + e^{y−η}),

where Γ with an argument is the gamma function. The ratio ℱ_{1/2}/ℱ_{−1/2} is about 1 + e^η/2^{3/2} in a dilute gas and 2η/3 in a strongly degenerate one.

With the pressure P = ∫ m v_x² f0 dN,

J = μ(P′ + nE_c′),

∂P/∂ζ = −∫ m v_x² (∂f0/∂ε) dN = n,

Π − P = −τ(Q′ + 2E_c′Γ).

Replacing Π by P costs relative corrections estimated as (vτ/L_n)² and 2τμ|E|/L_n, with v a typical speed and L_n the distance over which density and flow vary.

### Three densities in the same field

The example takes round model parameters that belong to no particular material: m is 0.10 electron masses, τ = 0.10 ps and T = 300 K. These give kT = 25.85 meV, N_c = 7.94×10¹⁷ cm⁻³ and μ = 1759 cm²/(V s). The field is −10⁴ V/m, which pushes electrons towards positive x. The density rises with x, and n/n′ = 2.0 µm. The currents are evaluated at one point where these values hold. The same mass and τ are kept at all densities to isolate the effect of degeneracy. In a real doped semiconductor at the highest density below, impurity scattering would change the mobility, the band would depart from a parabola, and the current would heat the lattice.

The field contributes eE = −10 meV/µm to F′. The density gradient contributes

ζ′ = (dζ/dn) n′ = (eD/μ)(n′/n) = r kT/(2 µm) = r × 12.93 meV/µm,

where r = D/(μkT/e) is the Einstein ratio, equal to 1 in the dilute limit.

For n = 1.0×10¹⁶ cm⁻³:
η = −4.37, r = 1.0045
ζ′ = 12.98 meV/µm, F′ = −10 + 12.98 = 2.98 meV/µm

For n = 2.0×10¹⁸ cm⁻³:
η = 1.79, r = 1.835
ζ′ = 23.71 meV/µm, F′ = −10 + 23.71 = 13.71 meV/µm

For n = 2.0×10¹⁹ cm⁻³:
η = 10.31, r = 6.98
ζ′ = 90.27 meV/µm, F′ = −10 + 90.27 = 80.27 meV/µm

The limiting formulas account for the first and last ratios. At the lowest density 1 + e^η/2^{3/2} = 1.0045. At the highest, 2η/3 = 6.87, which is 1.6 % below the full value.

The current follows from either form. At the middle density the drift current is −5.636×10⁴ A/cm² and the diffusion current is +1.3365×10⁵ A/cm². Their sum is

J = (−5.636 + 13.365)×10⁴ = 7.73×10⁴ A/cm².

In the other form, a slope of −10 meV/µm corresponds to the drift current, so a slope of 13.71 meV/µm corresponds to

J = 5.636×10⁴ × 13.71/10 = 7.73×10⁴ A/cm².

At the lowest density the drift and diffusion currents are −282 and +366 A/cm², with sum 84 A/cm². At the highest they are −5.64×10⁵ and +5.09×10⁶ A/cm², with sum 4.52×10⁶ A/cm².

The density rises by a factor of 2000 from the first case to the last, and the current by a factor of about 54,000. The additional factor of 27 is the ratio of the two slopes F′. Part of it is due to degeneracy: the same relative change of density moves the Fermi level further, and ζ′ grows by a factor of 90.27/12.98, about 7. The rest is due to the chosen field, which cancels 10 of the 12.98 meV/µm at the lowest density but only 10 of the 90.27 meV/µm at the highest. At zero field the additional factor would be about 7.

The numerical check tests these totals by differentiating f0 numerically in position and momentum and integrating over momentum. This checks the algebra that follows the first-order expansion, but not the expansion itself. For the latter, use the estimates of the first half. The root-mean-square speed times τ is 37, 44 and 77 nm for the three densities. Divided by 2 µm and squared, this gives the estimates 3×10⁻⁴, 5×10⁻⁴ and 1.5×10⁻³ for the correction relative to the current. The field estimate 2τμ|E|/L_n, with a drift speed of 1759 m/s, is 2×10⁻⁴. These are rough estimates that the program does not test, and the first set assumes that the flow varies over 2 µm. Inserting f1 into Q and integrating by parts gives Q = −3τF′P/m = 3(P/n)Γ. In strictly steady flow Γ′ = 0, so for a dilute gas, where P/n = kT, Q′ vanishes at this order and the first estimate overstates the correction. If the field is also uniform, (E_c′Γ)′ = 0 and the field term drops out. The relative correction that remains is 3τ²(P/n)″/m, which for the three densities lies below the first estimates.

### The false equilibrium current

In equilibrium F′ = 0, so the field must satisfy eE = −ζ′. At the middle density this field is −2.37×10⁴ V/m. The program tests that the current from the momentum integral then vanishes, to within 10⁻⁵ of the diffusion current.

If D is replaced by μkT/e, the diffusion term drives the electrons as if ζ′ were 12.93 meV/µm, while the field term still contains −23.71 meV/µm. The remainder is −10.79 meV/µm, and the reported current is

J_false = 5.636×10⁴ × (−10.79/10) = −6.08×10⁴ A/cm².

This is the number quoted at the start. In general the false current is nμ(kTn′/n)(1 − r), which vanishes when r = 1.

Two procedures avoid this false current in an implementation. One solves ℱ_{1/2}(η) = n/N_c for η, forms F = E_c + kTη and differences F. Equal values of F at neighbouring grid points then give zero current by construction. The other keeps drift and diffusion apart and uses D with the ratio ℱ_{1/2}/ℱ_{−1/2}. On a grid, its two terms cancel in equilibrium up to the discretization error. Neither procedure makes a coarse grid accurate away from equilibrium. Suppose the first one takes n as the mean of the densities at two neighbouring points. In a dilute gas with a uniform field and a small difference of F, a band-edge change of kT between the points then makes the current about 18 % too high.

### A relaxation time that depends on energy

If τ depends on ε, the collision term in the first moment is no longer Γ/τ, because electrons of different energy lose momentum at different rates. The remedy is to solve for f − f0 before integrating. The expression for f − f0 given above was obtained at each momentum separately, so it remains valid with τ(ε) to first order. At this order f − f0 is odd in v_x and the collision term still conserves electrons; beyond it, equal densities of f and f0 no longer guarantee conservation. The current becomes

J = −e ∫ v_x (f − f0) dN = eF′ ∫ τ(ε) v_x² (−∂f0/∂ε) dN.

The average of v_x² over directions is v²/3 = 2ε/3m. Write dN = C√ε dε, with C a constant. Then

J = (2eC/3m) F′ ∫ τ ε^{3/2} (−∂f0/∂ε) dε.

The density can be written with the same weight, by an integration by parts:

n = C ∫ √ε f0 dε = (2C/3) ∫ ε^{3/2} (−∂f0/∂ε) dε.

Eliminating C gives

J = nμF′,  μ = e⟨τ⟩/m,

⟨τ⟩ = ∫ τ ε^{3/2} (−∂f0/∂ε) dε / ∫ ε^{3/2} (−∂f0/∂ε) dε.

The law keeps its form, and the Einstein relation with it, since ζ′ = (dζ/dn) n′ is unaffected. What changes is that μ now depends on the density. In a dilute gas the weight covers energies of order kT. In a strongly degenerate gas it is concentrated at the Fermi energy, and ⟨τ⟩ tends to τ(ζ).

As an example take τ(ε) = τ₀ε/kT with τ₀ = 0.10 ps. In the dilute limit −∂f0/∂ε is proportional to e^{−ε/kT}, and ⟨τ⟩/τ₀ = Γ(7/2)/Γ(5/2) = 5/2. At 2.0×10¹⁸ cm⁻³ the average is 0.357 ps, so ⟨τ⟩/τ₀ = 3.57 and μ = 6271 cm²/(V s). With the slope F′ = 13.71 meV/µm of the earlier case, the current is

J = 3.57 × 7.73×10⁴ = 2.76×10⁵ A/cm²,

in agreement with the direct momentum integral. A program that takes the mobility from the dilute limit would be 30 % too low here, relative to the correct value, even with the right quasi-Fermi level.

### A temperature gradient

When T varies, the pressure changes at fixed ζ as well. The occupation depends on (ε − ζ)/kT, so

∂f0/∂T = (−∂f0/∂ε)(ε − ζ)/T.

The derivative of the pressure at fixed ζ is therefore

∂P/∂T = (1/T) ∫ m v_x² (−∂f0/∂ε)(ε − ζ) dN.

The part with ζ gives −nζ/T, by the integral found in the first half. In the part with ε, use m v_x² ∂f0/∂ε = p_x ∂f0/∂p_x and integrate by parts:

−∫ p_x ε (∂f0/∂p_x) dN = ∫ f0 (ε + p_x v_x) dN = U + P,

where U is the kinetic energy density. By isotropy P is one third of ∫ m v² f0 dN = 2U, so U = 3P/2. Hence

∂P/∂T = (5P/2 − nζ)/T = (U + P − nζ)/T = s,

which is the entropy density. With dP = n dζ + s dT, the current for constant τ is

J = μ(P′ + nE_c′) = μ(nF′ + sT′).

A flat quasi-Fermi level no longer means zero current. At the middle density the entropy per electron is 1.78k. A gradient of 0.10 K/µm then acts like a slope of F equal to

(s/n)T′ = 1.78 × (25.85 meV/300 K) × 0.10 K/µm = 0.0153 meV/µm.

With F′ = 0 this drives 86 A/cm², which the direct integral confirms. It is about 0.1 % of the current in the isothermal example, but it is the whole current where F is flat. If τ depends on energy, the coefficient of T′ is no longer μs, because the factor (ε − ζ)/T must then be averaged together with τ(ε).

### From diffusive to ballistic flow

The local law fails when the sample is not long compared with the mean free path. This can be followed in a simple case: a uniform, strongly degenerate gas in a slab of length L, between contacts that absorb every arriving electron and emit an equilibrium distribution. The quasi-Fermi level of the left contact is higher by ΔF, which is small compared with kT.

Let f_eq be the equilibrium function of the total energy H = ε + E_c, and write

f = f_eq(H) + w ψ,  w = −∂f_eq/∂H.

H is conserved along a path between collisions, so the left side of the Boltzmann equation vanishes for any function of H. The field is itself of first order in ΔF, so its action on ψ is of second order and is dropped. The local state f0 is f_eq with the level shifted by some amount δF(x), that is f0 = f_eq + w δF. What remains is

v_x ψ′ = −(ψ − δF)/τ.

Equality of the densities of f and f0 makes δF the average of ψ over directions, because w selects electrons at the Fermi speed v_F. Let c = v_x/v_F, let ℓ = v_Fτ be the mean free path, and let av[ ] denote the average over directions, one half of the integral over c from −1 to 1. Then

cℓψ′ = −(ψ − av[ψ]),

with ψ = ΔF for c > 0 at the left contact and ψ = 0 for c < 0 at the right one.

The flux is Γ = v_F (dn/dζ) av[cψ]. In the degenerate gas n is proportional to ζ^{3/2}, so dn/dζ = 3n/2ζ = 3n/(mv_F²). Compare the size of the current with what the local law predicts for a uniform slope ΔF/L:

R = eΓ/(nμΔF/L) = 3(L/ℓ) av[cψ]/ΔF.

Deep inside a long slab the function ψ = a + b(x − cℓ), with constants a and b, satisfies the equation: the left side is cℓb, and ψ − av[ψ] = −bcℓ. Since av[c²] = 1/3, it carries av[cψ] = −bℓ/3, which is the local law with slope b.

In a very short slab electrons cross without collisions. Those moving right have ψ = ΔF and those moving left have ψ = 0. Then av[cψ] = (1/2)ΔF ∫₀¹ c dc = ΔF/4, and

R = 3L/(4ℓ).

The current itself is then 3enΔF/(4mv_F), which contains neither L nor τ. No mobility independent of L can describe this limit.

Adding the ballistic and diffusive resistances gives an estimate between the limits. The diffusive one is L/(nμ) and the ballistic one (4ℓ/3)/(nμ), so

R ≈ L/(L + 4ℓ/3).

The sum is an assumption, not a consequence of the equation. A numerical solution with discrete directions gives:

L/ℓ = 0.01: R = 0.0074, estimate 0.0074
L/ℓ = 0.1: R = 0.0687, estimate 0.0698
L/ℓ = 1: R = 0.415, estimate 0.429
L/ℓ = 10: R = 0.876, estimate 0.882
L/ℓ = 100: R = 0.986, estimate 0.987

Among these lengths the estimate is worst at L = ℓ, where it is 3.3 % too high relative to the solution.

Even at L = 10ℓ the current is 12 % below nμΔF/L. The local law is not at fault there: at the centre of that slab the current agrees with nμ times the local slope of F to about 10⁻⁴. Part of ΔF is instead lost near the contacts. If this loss is expressed as an extra length z per contact, so that R = L/(L + 2z), the solutions for L = 10ℓ and L = 100ℓ both give z = 0.710ℓ. For this degenerate gas between absorbing contacts, a drift-diffusion calculation can include it by lengthening the slab by 0.710ℓ at each end. A dilute gas or partly reflecting contacts require a different length. At L = ℓ this gives R = 0.413, within 0.5 % of the solution, although the local law at the centre is then already 11 % off. At L = 0.01ℓ the same correction gives 0.0070, which is 6 % too low.

For the densest gas of the example, the mean free path follows from the root-mean-square speed. In a filled Fermi sphere the mean of v² is 3v_F²/5, so ℓ ≈ 77 nm × √(5/3), about 0.1 µm. If this gas is treated as fully degenerate, the local law applied to the full ΔF overstates the current through a slab 1 µm long by about 14 % relative to the slab solution. At 0.1 µm it would overstate it by a factor of about 2.4.

Numbers as computed

```
mass = 0.10 electron masses, tau = 0.10 ps, T = 300 K
kT = 25.852 meV, Nc = 7.9355e+17 cm^-3
mobility = 1758.8 cm^2/(V s)
field = -1.0e+04 V/m, n/(dn/dx) = 2.0 um
--- n = 1.0e+16 cm^-3: eta = -4.3695
  D/(mu kT/e) = 1.0045, D = 45.67 cm^2/s
  dzeta/dx = 12.9836 meV/um, dF/dx = 2.9836 meV/um
  J drift = -2.81794e+02, J diffusion = 3.65869e+02 A/cm^2
  J direct = 8.40752e+01, n mu dF/dx = 8.40753e+01 A/cm^2
  rms speed = 3.697e+05 m/s, rms speed*tau = 37.0 nm, |J|/(e n) = 5.248e+02 m/s
--- n = 2.0e+18 cm^-3: eta = 1.7862
  D/(mu kT/e) = 1.8346, D = 83.42 cm^2/s
  dzeta/dx = 23.7147 meV/um, dF/dx = 13.7147 meV/um
  J drift = -5.63588e+04, J diffusion = 1.33653e+05 A/cm^2
  J direct = 7.72942e+04, n mu dF/dx = 7.72942e+04 A/cm^2
  rms speed = 4.411e+05 m/s, rms speed*tau = 44.1 nm, |J|/(e n) = 2.412e+03 m/s
--- n = 2.0e+19 cm^-3: eta = 10.3124
  D/(mu kT/e) = 6.9838, D = 317.55 cm^2/s
  dzeta/dx = 90.2723 meV/um, dF/dx = 80.2723 meV/um
  J drift = -5.63588e+05, J diffusion = 5.08764e+06 A/cm^2
  J direct = 4.52405e+06, n mu dF/dx = 4.52405e+06 A/cm^2
  rms speed = 7.670e+05 m/s, rms speed*tau = 76.7 nm, |J|/(e n) = 1.412e+04 m/s
=== further cases at n = 2.0e+18 cm^-3
equilibrium field = -2.3715e+04 V/m, |J direct/J diffusion| below 1e-5: True
false equilibrium current with D = mu kT/e: -6.0804e+04 A/cm^2
tau(energy) = tau*energy/kT: average tau = 0.35656 ps, mobility = 6271.2 cm^2/(V s)
  J direct = 2.75597e+05, n mu dF/dx = 2.75597e+05 A/cm^2
dT/dx = 0.10 K/um, dF/dx = 0: entropy per electron = 1.7793 k
  J direct = 8.64152e+01, mu s dT/dx = 8.64152e+01 A/cm^2
=== degenerate slab, R = J/(n mu DeltaF/L), lengths in mean free paths
L =   0.01: R = 0.00743, L/(L+4/3) = 0.00744, J/(local law at center) = 0.3095
L =   0.10: R = 0.06868, L/(L+4/3) = 0.06977, J/(local law at center) = 0.5323
L =   1.00: R = 0.41505, L/(L+4/3) = 0.42857, J/(local law at center) = 0.8886
L =  10.00: R = 0.87559, L/(L+4/3) = 0.88235, J/(local law at center) = 0.9999
L = 100.00: R = 0.98599, L/(L+4/3) = 0.98684, J/(local law at center) = 1.0000
extra length per contact: 0.7104 (L=10), 0.7104 (L=100) mean free paths
ballistic limit at L = 0.01: 3L/4 = 0.00750
```
